\section*{Weisz spin-orbit matrix elements from core p orbitals in zincblende}

\section{The question}

An electron at the valence top of a zincblende crystal can be described by a smooth function in a pseudopotential, yet its spin-orbit splitting arises mostly near the nuclei, where the smooth function is a poor picture of the true one. The missing rapid variation is restored by orthogonalising the smooth function to the core orbitals. For a p-like valence state, the core p orbitals thus carry spin-orbit coupling into the plane-wave Hamiltonian. We ask what matrix element results, how its two atomic contributions combine, and what is lost when only the outermost core p shell is kept.

\section{Assumptions and two lemmas}

Let $V$ be the potential energy of an electron of mass $m$, and let
\begin{equation}
H_{\rm so}=\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{equation}
We assume: (i) near each nucleus $V$ is central; (ii) core orbitals on different atoms do not overlap, and near one nucleus the cores of other atoms are negligible; (iii) spin-orbit coupling acts to first order on nonrelativistic orbitals. Since $\nabla V=V'(r)\mathbf r/r$ and $\mathbf r\times\mathbf p=\hbar\boldsymbol\ell$,
\begin{equation}
H_{\rm so}=\tfrac12\zeta(r)\,\boldsymbol\ell\cdot\boldsymbol\sigma,\qquad
\zeta(r)=\frac{\hbar^2}{2m^2c^2}\frac{V'(r)}{r}.
\end{equation}

Let $P$ project on the core orbitals and let $\phi$ be a smooth pseudo-function. The valence function is $\psi=(1-P)\phi$. First-order theory needs the matrix of $H_{\rm so}$ between such functions:
\begin{equation}
(1-P)H_{\rm so}(1-P)=H_{\rm so}-PH_{\rm so}-H_{\rm so}P+PH_{\rm so}P. \label{four}
\end{equation}
The last term, restricted to the outermost core p shell of each atom, is the Weisz term. It is positive in this expansion because each factor $P$ enters with a minus sign. The other terms are treated in Section 4. The norm of $\psi$ is $\langle\phi|1-P|\phi\rangle$; replacing it by one is a further approximation, sized below.

Write the real core orbitals as $p_i=\sqrt{3/4\pi}\,R(r)\,r_i/r$, with $\int R^2r^2dr=1$.

\paragraph{Lemma 1 (overlap).} For the plane wave $e^{i\mathbf K\cdot\mathbf r}/\sqrt{\mathcal V}$ and an orbital centred at the origin,
\begin{equation}
\langle p_i|\mathbf K\rangle=i\sqrt{\frac{12\pi}{\mathcal V}}\,\hat K_i\,I(K),\qquad
I(K)=\int_0^\infty R(r)j_1(Kr)r^2dr .
\end{equation}

\emph{Proof.} The angular integral of the plane wave is $4\pi j_0(Kr)$, with $j_0(x)=\sin x/x$. A derivative with respect to $K_i$ brings down $ir\hat r_i$. Hence
\begin{align}
\int d\Omega\,\hat r_i e^{i\mathbf K\cdot\mathbf r}
&=\frac{1}{ir}\frac{\partial}{\partial K_i}4\pi j_0(Kr)
=\frac{4\pi}{i}\hat K_i j_0'(Kr)\nonumber\\
&=4\pi i\,\hat K_i j_1(Kr),
\end{align}
because $j_0'=-j_1$ and $-1/i=i$. Multiplication by $\sqrt{3/4\pi}\,R$ and radial integration give the result, since $4\pi\sqrt{3/4\pi}=\sqrt{12\pi}$. $\square$

\paragraph{Lemma 2 (core matrix).} With $\zeta=\int R^2\zeta(r)r^2dr$,
\begin{equation}
\langle p_i|H_{\rm so}|p_j\rangle=-\frac{i}{2}\zeta\sum_k\epsilon_{kij}\sigma_k .
\end{equation}

\emph{Proof.} The operator $\ell_k=-i\sum_{ab}\epsilon_{kab}r_a\partial_b$ annihilates any function of $r$ alone. Therefore $\ell_k[r_jf(r)]=-i\sum_a\epsilon_{kaj}r_af(r)$. Orthonormality of the three angular functions selects $a=i$, so $\langle p_i|\ell_k|p_j\rangle=-i\epsilon_{kij}$. The radial factor is $\zeta/2$. $\square$

The constant $\zeta$ is fixed by the core level splitting. From $\boldsymbol\ell\cdot\boldsymbol\sigma=j(j+1)-\ell(\ell+1)-\tfrac34$, the values are $1$ for $j=\tfrac32$ and $-2$ for $j=\tfrac12$. The levels lie at $\zeta/2$ and $-\zeta$, and their separation is $3\zeta/2$.

\section{The theorem}

Let the cation sit at $+\boldsymbol\tau$ and the anion at $-\boldsymbol\tau$, with $\boldsymbol\tau=a(1,1,1)/8$. The primitive cell has volume $\Omega_c=a^3/4$, and $\Omega_a=\Omega_c/2$ is the volume per atom. Let $\mathbf q=\mathbf K-\mathbf K'$ be a reciprocal-lattice vector. For each atom $s$ define
\begin{align}
D_s&=\int_0^\infty R_sr^3dr,&
B_s(K)&=\frac{3}{KD_s}\int_0^\infty R_sj_1(Kr)r^2dr,\\
\mu_s&=\frac{2\pi\zeta_sD_s^2}{3\Omega_a},&
\lambda_s&=\mu_sB_s(K)B_s(K').
\end{align}

\paragraph{Theorem.} Under assumptions (i)--(iii), the contribution of the outermost core p shells to $PH_{\rm so}P$ is
\begin{equation}
\langle\mathbf K|H_W|\mathbf K'\rangle=(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma
\left[-i\lambda^S\cos(\mathbf q\cdot\boldsymbol\tau)-\lambda^A\sin(\mathbf q\cdot\boldsymbol\tau)\right], \label{weisz}
\end{equation}
with $\lambda^S=(\lambda_c+\lambda_a)/2$ and $\lambda^A=(\lambda_c-\lambda_a)/2$, where $c$ and $a$ label cation and anion.

\emph{Proof.} In a crystal of $N$ cells, $\mathcal V=N\Omega_c$. An orbital displaced to $\mathbf R+\boldsymbol\tau_s$ multiplies Lemma 1 by $e^{i\mathbf K\cdot(\mathbf R+\boldsymbol\tau_s)}$. The product of a conjugated and an unconjugated overlap then carries $e^{-i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_s)}$. Because $e^{-i\mathbf q\cdot\mathbf R}=1$, the sum over cells gives $N$, which cancels the $N$ in $\mathcal V$. Atom $s$ therefore contributes
\begin{align}
&e^{-i\mathbf q\cdot\boldsymbol\tau_s}\frac{12\pi}{\Omega_c}I_s(K)I_s(K')
\sum_{ijk}\hat K_i\left(-\frac i2\zeta_s\epsilon_{kij}\sigma_k\right)\hat K'_j\nonumber\\
&\quad=-i\,e^{-i\mathbf q\cdot\boldsymbol\tau_s}\frac{6\pi\zeta_s}{\Omega_c}
I_s(K)I_s(K')(\hat{\mathbf K}\times\hat{\mathbf K}')\cdot\boldsymbol\sigma .
\end{align}
The factors $-i$ and $i$ from the two overlaps have multiplied to one. Now insert $I_s(K)=KD_sB_s(K)/3$. The powers of $K$ and $K'$ turn the unit vectors into $\mathbf K\times\mathbf K'$, and the prefactor becomes
\begin{equation}
\frac{6\pi\zeta_sD_s^2}{9\Omega_c}B_s(K)B_s(K')
=\frac{2\pi\zeta_sD_s^2}{3(2\Omega_a)}B_s(K)B_s(K')=\frac{\lambda_s}{2}.
\end{equation}
Adding the two sites,
\begin{equation}
-\frac i2\left(\lambda_ce^{-i\mathbf q\cdot\boldsymbol\tau}+\lambda_ae^{i\mathbf q\cdot\boldsymbol\tau}\right)
=-i\left(\lambda^S\cos\mathbf q\cdot\boldsymbol\tau-i\lambda^A\sin\mathbf q\cdot\boldsymbol\tau\right),
\end{equation}
which is the bracket in (\ref{weisz}). $\square$

Both parts are Hermitian. Exchange of $\mathbf K$ and $\mathbf K'$ reverses the cross product. In the cosine term, complex conjugation reverses $-i$; in the sine term, the sine itself changes sign. Each pair of sign changes compensates.

\paragraph{Limits and conventions.} Since $j_1(x)=x/3-x^3/30+\cdots$,
\begin{equation}
B_s(K)=1-\frac{K^2}{10}\frac{\int R_sr^5dr}{\int R_sr^3dr}+\cdots .
\end{equation}
Thus $B_s\to1$ when the wavelength is long compared with the core, and $\lambda^S,\lambda^A$ become constants in that limit alone. If nodes of $R_s$ make $D_s$ vanish, this normalisation fails, but $I_s(K)$ remains usable. Equal atoms give $\lambda^A=0$. If the anion core is negligible, $\lambda^A=\lambda^S=\lambda_c/2$, and the bracket reduces to $-i(\lambda_c/2)e^{-i\mathbf q\cdot\boldsymbol\tau}$, the phase of one atom. Exchanging the site labels changes the sign of the sine term, so the potential must use the same site convention.

\section{What the Weisz term omits}

\paragraph{Proposition 1.} Let $\nabla V$ be a sum of central atomic fields, each negligible at the cores of the other atoms. For angular momentum $l$, the full operator (\ref{four}) then gives, for each atom and apart from its site phase,
\begin{equation}
-i\frac{2\pi(2l+1)}{\Omega_c}J_l\,P_l'(\hat{\mathbf K}\cdot\hat{\mathbf K}')
(\hat{\mathbf K}\times\hat{\mathbf K}')\cdot\boldsymbol\sigma, \label{full}
\end{equation}
where $P_l'$ is the derivative of the Legendre polynomial and
\begin{align}
J_l&=\int\zeta(r)u_{l,K}(r)u_{l,K'}(r)r^2dr,\\
u_{l,K}(r)&=j_l(Kr)-\sum_nR_{nl}(r)\int R_{nl}(r')j_l(Kr')r'^2dr'.
\end{align}

\emph{Proof.} The plane wave has the expansion $4\pi\sum_{lm}i^lj_l(Kr)Y_{lm}(\hat r)Y_{lm}^*(\hat K)$. Orthogonalisation to the cores changes $j_l$ into $u_{l,K}$. The operator $\boldsymbol\ell$ conserves $l$, so the factors $i^l$ cancel, and the angular sum is
\begin{equation}
\sum_{mm'}Y_{lm}(\hat K)\langle lm|\boldsymbol\ell|lm'\rangle Y_{lm'}^*(\hat K')
=\boldsymbol\ell_K\sum_{m'}Y_{lm'}(\hat K)Y_{lm'}^*(\hat K').
\end{equation}
Here $\boldsymbol\ell_K=-i\mathbf K\times\nabla_K$. By the addition theorem the last sum is $(2l+1)P_l(\hat{\mathbf K}\cdot\hat{\mathbf K}')/4\pi$. The gradient of $\hat{\mathbf K}\cdot\hat{\mathbf K}'$ is $\hat{\mathbf K}'/K$ plus a vector along $\mathbf K$, which drops out of the cross product. Thus $\boldsymbol\ell_KP_l=-iP_l'\,\hat{\mathbf K}\times\hat{\mathbf K}'$. The prefactor is $\frac12(4\pi)^2(2l+1)/4\pi=2\pi(2l+1)$, divided by $\Omega_c$. $\square$

For $l=1$, $P_1'=1$. Keeping in $u_{1,K}$ the outermost core term alone restores the theorem. Deeper p shells interfere with it, because $J_1$ contains products of different radial functions. For $l=2$ the factor $P_2'=3\hat{\mathbf K}\cdot\hat{\mathbf K}'$ gives another angular dependence, which no choice of $\mu_s$ in (\ref{weisz}) reproduces.

\section{Symmetry and the splitting at $\Gamma$}

With the same sites, a local pseudopotential has matrix elements $V^S\cos\mathbf q\cdot\boldsymbol\tau-iV^A\sin\mathbf q\cdot\boldsymbol\tau$, where $V^A$ is half the cation form factor minus half the anion one.

\paragraph{Proposition 2.} Inversion maps the Hamiltonian at $\mathbf k$ with $(V^A,\lambda^A)$ to that at $-\mathbf k$ with $(-V^A,-\lambda^A)$. Consequently, at $\Gamma$ the splitting has no term linear in $\lambda^A$ if $V^A=0$. If both antisymmetric parts vanish, every band is at least doubly degenerate at every $\mathbf k$.

\emph{Proof.} Replacing $\mathbf K,\mathbf K'$ by their negatives leaves $\mathbf K\times\mathbf K'$ and the cosines unchanged and reverses the sines. At $\Gamma$ with $V^A=0$, the spectra for $\lambda^A$ and $-\lambda^A$ coincide, so the splitting is even in $\lambda^A$. When both parts vanish, inversion followed by time reversal preserves $\mathbf k$. This antiunitary operation has square $-1$ for spin one-half, and a state and its image are therefore orthogonal. $\square$

\paragraph{Proposition 3.} Let three pseudo-functions $\phi_i$ at $\Gamma$ transform like $x,y,z$. To first order in $H_W$, and with unit norm,
\begin{equation}
\Delta_0=\frac32\sum_s\zeta_s|\alpha_s|^2,\qquad
\langle p_j^s|\phi_i\rangle=\alpha_s\delta_{ij}. \label{delta}
\end{equation}

\emph{Proof.} At $\Gamma$ the tetrahedral group about either site acts on both $\phi_i$ and the cell-periodic core sums as on a vector. This irreducible representation permits one overlap constant $\alpha_s$ per site. The matrix of $H_W$ is then $\frac12\sum_s\zeta_s|\alpha_s|^2\boldsymbol\ell\cdot\boldsymbol\sigma$, whose two levels differ by three times its prefactor. $\square$

The decomposition acquires a direct meaning. Let $\Delta_s(t)$ be the first-order splitting from the core of atom $s$ when placed at site $t$, with the pseudo-functions held fixed. The symmetric and antisymmetric contributions are
\begin{align}
\Delta_S&=\tfrac12[\Delta_c(c)+\Delta_a(a)+\Delta_c(a)+\Delta_a(c)],\\
\Delta_A&=\tfrac12[\Delta_c(c)+\Delta_a(a)-\Delta_c(a)-\Delta_a(c)].
\end{align}
Their sum belongs to the correct placement of the cores, and $\Delta_S-\Delta_A$ to exchanged cores.

\section{A model with strongly unequal atoms}

Take $a=0.59$ nm and nuclear charges $Z=49$ and $15$, roughly in the regime of indium phosphide. The core orbitals are solved in
\begin{equation}
V(r)=-\frac{e^2}{4\pi\varepsilon_0r}\left[1+\frac{Z-1}{H(e^{r/d}-1)+1}\right],
\end{equation}
with $H=5.0$, $d=0.050$ nm for the cation and $H=2.7$, $d=0.045$ nm for the anion. In units of $(2\pi/a)^2$ for $|\mathbf G|^2$, the form factors are $V^S=-3.1,0.1,0.8$ eV at 3, 8, 11 and $V^A=1.0,0.7,0.1$ eV at 3, 4, 11. These are rounded model values.

For the cation, $\zeta_c=3.544$ eV and $D_c=1.2595\times10^{-3}$ nm$^{5/2}$. With $\Omega_a=0.025672$ nm$^3$,
\begin{equation}
\mu_c=\frac{2\pi(3.544)(1.2595\times10^{-3})^2}{3(0.025672)}
=4.59\times10^{-4}\ {\rm eV\,nm^2}.
\end{equation}
The anion has $\zeta_a=0.644$ eV, but its smaller $D_a=3.71\times10^{-4}$ nm$^{5/2}$ enters squared, and $\mu_a=7.24\times10^{-6}$ eV nm$^2$. The separate values of $D_s$, $\mu_s$ and $B_s$ given here belong to the variational orbitals and are not converged to the digits shown: $D_s$ gives great weight to weak orbital tails, which the energy hardly controls. In $\lambda_s$ the factor $D_s$ cancels. Orbitals from a finite-difference radial grid change the matrix element below by only 0.1 per cent, but they change the splitting found with $B_s=1$ by a factor of two.

Choose $\mathbf K=(2\pi/a)(1,1,1)$ and $\mathbf K'=(2\pi/a)(2,0,0)$. The cation factors are $B_c=0.780$ and $0.705$, those of the anion $0.830$ and $0.792$. Hence $\lambda_c=2.52\times10^{-4}$ and $\lambda_a=4.8\times10^{-6}$ eV nm$^2$, so that
\begin{equation}
\lambda^S=1.284\times10^{-4},\qquad \lambda^A=1.236\times10^{-4}\ {\rm eV\,nm^2}.
\end{equation}
Here $\mathbf q\cdot\boldsymbol\tau=\pi/4$, and $\mathbf K\times\mathbf K'=(0,1,-1)\times226.8$ nm$^{-2}$. Equation (\ref{weisz}) gives
\begin{equation}
\langle\mathbf K|H_W|\mathbf K'\rangle=(-19.8-20.6i)(\sigma_y-\sigma_z)\ {\rm meV}.
\end{equation}
At this phase, the nearly equal sizes of the real and imaginary parts show that one atom dominates; their equal signs identify it as the cation at $+\boldsymbol\tau$.

\paragraph{Splitting at $\Gamma$.} Diagonalisation with $|\mathbf G|^2\le27(2\pi/a)^2$ and fixed form factors gives $\Delta_0=178$ meV. With $\lambda^S$ alone it is 540 meV; adding $\lambda^A$ changes it by $-362$ meV. In the first-order reading above, exchanged cores would give roughly $540+362\simeq900$ meV; full diagonalisation with the sign of $\lambda^A$ reversed gives about 930 meV. The smooth valence function therefore overlaps a cation-like p core much more strongly at the anion site than at the cation site. An inconsistent sign between $\lambda^A$ and $V^A$ would produce this large error.

Projecting the triplet found without spin-orbit coupling on the outer p cores gives $|\alpha_c|^2\simeq0.028$ and $|\alpha_a|^2\simeq0.019$. With the core splittings in eV, (\ref{delta}) becomes
\begin{equation}
\Delta_0\simeq5.316(0.028)+0.967(0.019)\simeq0.15+0.02=0.17\ {\rm eV}.
\end{equation}
In this model the cation thus supplies most of the splitting, although the two weights are comparable. With all p and d terms of (\ref{four}) the first-order shares become about 70 meV for the cation and 17 meV for the anion. The division depends on the model pseudo-functions and model atoms and is not established for the real compound. The full diagonalisation gives 178 meV; the difference is of higher order in $H_W$. The deeper cation p shells have a weight of only about 0.0003, but their amplitude enters the spin-orbit matrix linearly, through products with the outer shell, so their effect below is not negligible.

\paragraph{Radial factors and omitted terms.} At the same cutoff and with the same form factors, the splitting changes as follows.
\begin{center}
\begin{tabular}{lr}
Spin-orbit terms & $\Delta_0$ (meV)\\
Outer p cores, computed $B_s$ & 178\\
All p cores, core-core terms & 116\\
All p terms of (\ref{four}) & 113\\
All p and d terms & 90
\end{tabular}
\end{center}
Setting $B_s=1$ gives no stable splitting. At cutoff 27 it is 585 meV with the variational orbitals and 1181 meV with the finite-difference ones; at cutoff 40 the levels counted are no longer those of the valence triplet. To first order, with the triplet found without spin-orbit coupling and the finite-difference orbitals, $B_s=1$ gives about 0.23 eV against 0.17 eV with the computed $B_s$, an overestimate by a factor of 1.4. The instability comes from the response of short waves, because a coupling with constant $B_s$ grows as $KK'$ without bound. The long-wavelength limit is therefore not adequate for this basis. Deeper p shells lower the Weisz value by 62 meV. The bare and cross terms have a small net effect of $-3$ meV; to first order they contribute about $+1$ and $-4$ meV. The d terms remove another 23 meV. Thus the outer-shell formula with computed $\mu_s$ gives about twice the p-and-d result.

Raising the cutoff to 40 shifts the Weisz value by 0.3 meV and each of the other three rows by $-0.3$ meV; up to cutoff 59 every row stays within 0.4 meV of its value at cutoff 27, so the last digit of the table is uncertain by one unit. The core weights, 0.045 for p and 0.066 for d, imply a norm factor $1/(1-0.111)=1.12$. Applied to the last row, it gives about 101 meV. For a bare charge of 49, the Dirac 4p splitting is 1.09 times the first-order one, which suggests a relativistic correction of order ten per cent for the cation.

\paragraph{Away from $\Gamma$.} At $\mathbf k=(2\pi/a)(0.2,0.2,0)$, with $\lambda^S$ kept throughout, the top valence pair is degenerate to numerical accuracy when both antisymmetric parts vanish. With the outer-shell term it splits by 9.6 meV with $V^A$ alone, 45.0 meV with $\lambda^A$ alone, and 13.5 meV with both; these values move by up to 0.1 meV with the cutoff. The joint value is sensitive to the omitted terms: it is 5.5 meV with all p terms and 10.4 meV with all p and d terms. Neither the sum nor the difference of the two separate splittings gives the joint one, so the two antisymmetric parts must be treated together.

\paragraph{A direct test.} For $\mathbf K,\mathbf K'$ equal to $(1.3,1.1,1.2)$ and $(2.3,0.1,0.2)$ times $2\pi/a$, three-dimensional quadrature over the displaced core orbitals agrees with the formula to a relative $4\times10^{-11}$ for p cores. The remaining comparisons are in the numerical output.

\paragraph{The real compound.} Indium phosphide has a lattice constant near 0.59 nm and a valence splitting of roughly 0.1 eV. The unfitted Weisz value of 178 meV is well above this. In empirical practice $\mu$ may be fitted; at first order, with the ratio $\mu_a/\mu_c$ and the form factors fixed, a target of 0.1 eV requires scaling both by about 0.6. The fit then absorbs deeper shells, d waves and normalisation at $\Gamma$, but their different dependence on $\mathbf K$ remains. The real crystal also has a self-consistent, nonspherical charge density and a nonlocal pseudopotential. Their effect is not determined here, so the closeness of the 90 or 101 meV estimates to the real splitting does not establish the accuracy of the model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 0.59 nm, 2pi/a = 10.6495 1/nm
atomic volume = 0.025672 nm^3
symmetric form factors (eV), by |G|^2: {3: -3.1, 8: 0.1, 11: 0.8}
antisymmetric form factors (eV), by |G|^2: {3: 1.0, 4: 0.7, 11: 0.1}
cation: Z = 49, screening H = 5.0, d = 0.05 nm
  p cores 3, d cores 2
  outer core p level = -75.70 eV, valence p = -5.73 eV
  outer core d level = -22.42 eV
  zeta core = 3.5438 eV, core splitting = 5.3156 eV
  zeta of free-atom valence p = 254.81 meV
  D = 1.2595e-03 nm^(5/2), mu = 4.5866e-04 eV nm^2
  B at |K|=sqrt3, 2 (2pi/a): 0.7799, 0.7045
anion: Z = 15, screening H = 2.7, d = 0.045 nm
  p cores 1, d cores 0
  outer core p level = -132.82 eV, valence p = -6.86 eV
  zeta core = 0.6443 eV, core splitting = 0.9665 eV
  zeta of free-atom valence p = 28.57 meV
  D = 3.7124e-04 nm^(5/2), mu = 7.2443e-06 eV nm^2
  B at |K|=sqrt3, 2 (2pi/a): 0.8301, 0.7921
matrix element K=(111), K'=(200) in 2pi/a:
  lamS = 1.2839e-04, lamA = 1.2363e-04 eV nm^2
  q.tau = 0.7854 rad, (KxK')_y = 226.822 1/nm^2
  sigma_y coefficient: real -19.8283, imaginary -20.5923 meV
Gamma valence splitting (meV):
  Weisz, lamS and lamA = 177.75
  lamS only = 540.22, change by lamA = -362.47
  shift, cutoff |G|^2 27 to 40 = 0.343
  with B = 1 = 585.16
  all p cores, core-core = 115.76
  with bare and cross p terms = 112.81
  its shift, cutoff 27 to 40 = -0.302
  with d waves added = 89.65
core weight of top pseudo-state: p 0.0451, d 0.0658
norm factor 1/(1-weight) = 1.1248
top valence pair splitting at k=(0.2,0.2,0) 2pi/a (meV):
  no antisymmetric part = 1.1e-10
  antisymmetric potential only = 9.555
  lamA only = 45.047, both = 13.490
Dirac / first-order 4p splitting, bare Z=49: 1.087
cation zeta shift, 12 to 15 radial functions = -0.874 meV
relative error, Yukawa test = 1.2e-10
relative error, 3D quadrature, coarse mesh: p 1.2e-04, d 9.2e-07
relative error, 3D quadrature, fine mesh: p 3.5e-11, d 1.3e-12
\end{verbatim}
